# Isotope shifts of mixed levels and the bending of King plots

An atomic level that mixes two configurations responds to a change of isotope partly as one configuration and partly as the other. This problem asks how the response is shared, and what the sharing does to a King plot, in which the isotope shifts of two transitions are compared after division by a mass factor. Samarium is a known case in which such plots fail to be straight.

**Setting.** The algebra uses atomic units, and transition frequencies \(\nu\) are expressed as energy differences; division by Planck's constant converts them to hertz. Orthonormal configuration states \(i\) form a real basis. The Hamiltonian of the reference isotope is \(H\), and that of another isotope is \(H+S\). The couplings in \(H\) between different configurations are the same for all isotopes. Nuclei have no spin, so there is no hyperfine structure. With \(M\) the nuclear mass, define for each isotope, relative to the reference,

\[
\mu=\frac1M-\frac1{M_{\rm ref}},\qquad
\lambda=\langle r^2\rangle-\langle r^2\rangle_{\rm ref},
\]

where \(\langle r^2\rangle\) is the mean-square nuclear charge radius. For a heavier isotope \(\mu<0\). Energies are measured from an unmixed ground level, and pure state \(i\) shifts by

\[
s_i=K_i\mu+F_i\lambda .
\]

The mass constant \(K_i\) and field constant \(F_i\) do not depend on the isotope. This is the leading-order description; higher nuclear moments and higher-order contributions to the pure shifts \(s_i\) are left out. The only effect beyond first order in \(S\) that is kept is the change of mixing among the configurations included in \(H\).

## (a) The shift to first order

*A non-degenerate level has amplitudes \(c_i\) in the configuration basis. Find its shift to first order in \(S\). When do the weights \(c_i^2\) and the pure shifts suffice?*

**Solution.** Replace \(S\) by \(tS\) and differentiate \((H+tS)c=Ec\) with respect to \(t\):

\[
Sc+(H+tS)c'=E'c+Ec' .
\]

Multiply from the left by \(c^{T}\). Since the matrix is symmetric, \(c^{T}(H+tS)c'=E\,c^{T}c'\), and the terms with \(c'\) cancel. With \(c^{T}c=1\), this leaves \(E'=c^{T}Sc\). At \(t=0\), the first-order shift is therefore

\[
\delta E=\sum_i c_i^2S_{ii}+2\sum_{i<j}c_ic_jS_{ij}.
\]

If \(S_{ij}=0\) for \(i\ne j\), then \(S_{ii}=s_i\) gives the sharing rule

\[
\delta E=\sum_i c_i^2 s_i .
\]

The cross terms need a reason to vanish. In a nonrelativistic orbital picture, the field shift is a sum \(\sum_n u(r_n)\) of one-electron scalar operators. Between determinants that differ in two orbitals, each term acts on one electron and leaves an overlap of two orthogonal orbitals for another, so the element is zero. If one orbital differs, the element is \(\langle nl|u|n'l'\rangle\), and its angular integral vanishes for \(l\neq l'\). It need not vanish between two orbitals of the same \(l\), such as two different s orbitals.

The nuclear kinetic energy, with total electron momentum \(\sum_n\mathbf p_n\), is

\[
\frac1{2M}\Big(\sum_n\mathbf p_n\Big)^2
=\frac1{2M}\sum_n p_n^2+\frac1M\sum_{n<m}\mathbf p_n\cdot\mathbf p_m .
\]

The first sum is again a one-electron scalar. The second, the specific mass shift, acts on two electrons and can connect configurations for which the field shift has no cross term. Its off-diagonal part is neglected here by assumption. It is not small in general: between configurations such as \(2s^2\) and \(2p^2\) in beryllium, where two electrons each change \(l\) by one unit, the cross term can be as large as the weighted diagonal part. The sharing rule is therefore better founded for the field shift than for the mass shift.

## (b) A finite change of isotope

*Keep \(S\) diagonal but do not assume it small. Express the shift between isotopes \(a\) and \(b\) as a weighted mean of the pure shifts.*

**Solution.** Let \(H_a|k_a\rangle=E_a|k_a\rangle\) and \(H_b|k_b\rangle=E_b|k_b\rangle\). Let \(H_b\) act to the right and \(H_a\) to the left:

\[
\langle k_a|H_b-H_a|k_b\rangle=(E_b-E_a)\langle k_a|k_b\rangle .
\]

The difference \(H_b-H_a\) is diagonal, with elements \(s_i\) equal to the pure shifts from \(a\) to \(b\). The left side is then \(\sum_i c_i^ac_i^bs_i\). Provided the overlap is not zero,

\[
E_b-E_a=\sum_iw_is_i,\qquad
w_i=\frac{c_i^ac_i^b}{\sum_jc_j^ac_j^b},\qquad \sum_iw_i=1 .
\]

This holds for a change of any size within the model. When the two states coincide, \(w_i\) becomes \(c_i^2\) and the rule of part (a) returns. In general the weights belong to a pair of isotopes, not to the level alone. With many configurations a single \(w_i\) may even be negative, because \(c_i^a\) and \(c_i^b\) may differ in sign.

## (c) Two interacting levels

*Let two states have coupling \(V\) and reference spacing \(D_0=H_{11}-H_{22}\). Find the weight of state 1 in the upper level, and the difference \(q\) between the true shift of that level and the shift computed with the reference weights.*

**Solution.** For a given isotope put \(x=s_1-s_2\), \(D=D_0+x\) and \(R=\sqrt{D^2+4V^2}\). The eigenvalues of the two-by-two matrix are

\[
E_\pm=\frac{H_{11}+H_{22}}2\pm\frac R2 .
\]

By part (a), the weight of state 1 is the derivative of the energy with respect to \(H_{11}\). Since \(\partial R/\partial H_{11}=D/R\), the upper level has

\[
p=\frac12\left(1+\frac DR\right).
\]

The lower level has weight \(1-p\) of state 1. Let the subscript 0 denote the reference isotope. The true upper shift is

\[
\delta E_+=\frac{s_1+s_2}2+\frac{R-R_0}2 ,
\]

while the reference weights give

\[
p_0s_1+(1-p_0)s_2=\frac{s_1+s_2}2+\left(p_0-\frac12\right)x
=\frac{s_1+s_2}2+\frac{D_0x}{2R_0}.
\]

Subtract, and write \(L=R_0+D_0x/R_0\). Then \(q=(R-L)/2\). The squares are

\[
R^2=R_0^2+2D_0x+x^2,\qquad
L^2=R_0^2+2D_0x+\frac{D_0^2x^2}{R_0^2}.
\]

Because \(R_0^2-D_0^2=4V^2\), their difference is \(R^2-L^2=4V^2x^2/R_0^2\). Using \(R-L=(R^2-L^2)/(R+L)\),

\[
q=\frac{2V^2x^2}{R_0^2\,(R+R_0+D_0x/R_0)} .
\]

For \(Vx\ne0\) we have \(R^2>L^2\), hence \(R>|L|\), and \(q\) is positive. The lower level has \(-R/2\) in place of \(R/2\), so its excess is \(-q\). The two shifts add up to \(s_1+s_2\): mixing redistributes the shift without changing the total.

**Small shifts.** For \(|x|\ll R_0\), \(R+L\simeq2R_0(1+D_0x/R_0^2)\), so

\[
q\simeq\frac{V^2x^2}{R_0^3}\left(1-\frac{D_0x}{R_0^2}\right).
\]

The leading term has a direct meaning. Differentiating \(p\) gives \(dp/dD=(R^2-D^2)/(2R^3)=2V^2/R^3\), so the weight changes by about \(2V^2x/R_0^3\). As the shift is built up from zero, the mean change of weight is half this, and its product with \(x\) is \(V^2x^2/R_0^3\). The excess is the shift transferred by the changing composition.

**Dependence on spacing and coupling.** At fixed \(V\), the coefficient \(V^2/(D_0^2+4V^2)^{3/2}\) is largest at \(D_0=0\), where \(q\simeq x^2/(8|V|)\). At fixed \(D_0\ne0\), setting its logarithmic derivative with respect to \(V\) to zero gives

\[
\frac2V=\frac{12V}{D_0^2+4V^2}\quad\Longrightarrow\quad V^2=\frac{D_0^2}2 .
\]

Weaker coupling mixes the states too little. Stronger coupling pushes the levels so far apart that the isotope change hardly alters the mixture.

**Large shifts.** For \(|x|\gg R_0\), \(R\simeq|x|\) and \(q\simeq\tfrac12(|x|-D_0x/R_0)\), up to terms of order \(R_0\). If \(x>0\), this is \((1-p_0)x\), and the total shift is \(s_1\) to the same accuracy. If \(x<0\), it is \(p_0|x|\), and the total is \(s_2\), again up to terms of order \(R_0\). The isotope change has then pulled the states apart, and the upper level has become nearly pure. The excess grows linearly here, so the quadratic estimate fails.

For \(V=0\) there is no excess as long as one follows the same state. If the uncoupled states cross, the label "upper" passes from one to the other, and that relabelling must not be taken for mixing.

## (d) The King plot with fixed weights

*Transition \(a\) ends on an unmixed level with constants \(K_a\) and \(F_a\neq0\). Transition \(b\) ends on a mixed level whose weights are the same for all isotopes. Both start from the ground level. What is the relation between \(n_a=\delta\nu_a/\mu\) and \(n_b=\delta\nu_b/\mu\)?*

**Solution.** With fixed weights, the shift of \(b\) is

\[
\delta\nu_b=\sum_ic_i^2(K_i\mu+F_i\lambda)=K_b\mu+F_b\lambda,
\]

where \(K_b=\sum_ic_i^2K_i\) and \(F_b=\sum_ic_i^2F_i\). Division by \(\mu\) gives

\[
n_a=K_a+F_a\frac\lambda\mu,\qquad n_b=K_b+F_b\frac\lambda\mu .
\]

The first equation yields \(\lambda/\mu=(n_a-K_a)/F_a\), and insertion in the second gives

\[
n_b=K_b+\frac{F_b}{F_a}(n_a-K_a).
\]

This is a straight line. Mixing, however strong, changes its slope and intercept but does not bend it as long as the weights stay fixed.

## (e) The King plot with changing weights

*Let \(b\) now end on the upper level of part (c). Give a condition for three isotope pairs to lie on one line. Are close levels enough to break it?*

**Solution.** The shift is now \(\delta\nu_b=K_b\mu+F_b\lambda+q\), with \(K_b\) and \(F_b\) formed from the reference weights, so

\[
n_b=K_b+\frac{F_b}{F_a}(n_a-K_a)+\frac q\mu .
\]

Three points are collinear when the determinant with rows \((1,n_a,n_b)\) vanishes. Multiplying each row by its non-zero \(\mu\) turns the rows into \((\mu,\delta\nu_a,\delta\nu_b)\). Subtracting \(K_a\) times the first column from the second leaves \(F_a\lambda\) there. Multiples of the first two columns then remove \(K_b\mu+F_b\lambda\) from the third. Hence

\[
\det[\mu,\delta\nu_a,\delta\nu_b]=F_a\det[\mu,\lambda,q],
\]

and the points are collinear if and only if the right side is zero.

Close levels are therefore not enough. If \(V=0\), or if the pure shifts are equal so that \(x=0\), then \(q=0\) and the line survives. It can survive even with \(q\neq0\). Suppose that \(K_1=K_2\) and that \(\lambda\) is the same for all three pairs. Then \(x\) and \(q\) are also the same for all three, the columns \(\lambda\) and \(q\) are proportional, and the determinant vanishes. As long as \(S\) is diagonal, a visible bend needs coupling, unequal pure shifts, and isotope pairs for which \(q\) is not a linear combination of \(\mu\) and \(\lambda\). At fixed \(V/R_0\), a smaller spacing \(R_0\) enlarges the effect as long as \(|x|\ll R_0\). If instead \(|x|\gg R_0\) with one sign of \(x\) for all pairs, part (c) makes \(q\) linear in \(x\), hence in \(\mu\) and \(\lambda\), up to terms of order \(R_0\), and the bend shrinks again.

The lower mixed level offers a control. Adding the shifts of the transitions to both levels cancels \(q\):

\[
\frac{\delta\nu_++\delta\nu_-}\mu=K_1+K_2+(F_1+F_2)\frac\lambda\mu .
\]

Plotted against \(n_a\), the sum is straight although each part bends. This diagnostic assumes that no third level takes part.

## (f) A numerical case

*Take a model atom with \(D_0=6\times10^{-5}\) eV, \(V=4\times10^{-5}\) eV and reference mass 140 u. The other isotopes have masses 142, 144, 146 and 148 u, with \(\lambda=(0.2,\,0.5,\,1.1,\,1.3)\times10^{-10}\) Å\(^2\). The mass constants are \(K_1=K_a=-1\times10^{-3}\) eV u and \(K_2=2\times10^{-3}\) eV u. The field constants are \(F_1=-6\times10^4\), \(F_2=2\times10^4\) and \(F_a=-5\times10^4\) eV/Å\(^2\). How large is the departure from a straight line?*

**Solution.** These are round model values, not data for a particular element. The mixed levels are separated by

\[
R_0=\sqrt{6^2+4\cdot4^2}\times10^{-5}\ \text{eV}=1.0\times10^{-4}\ \text{eV},
\]

and \(p_0=\tfrac12(1+0.6)=0.80\).

For the isotope of mass 148 u, \(\mu=1/148-1/140=-3.861\times10^{-4}\) u\(^{-1}\). The pure shifts, in units of \(10^{-6}\) eV, are

\[
s_1=0.386-7.800=-7.414,\qquad
s_2=-0.772+2.600=1.828,
\]

so \(x=-9.242\). The reference weights predict

\[
0.8(-7.414)+0.2(1.828)=-5.566 .
\]

Diagonalization gives \(-5.421\), also in \(10^{-6}\) eV. The excess is \(q=1.44\times10^{-7}\) eV, or 2.7% of the magnitude of the upper-level shift. The leading estimate is

\[
\frac{V^2x^2}{R_0^3}
=\frac{(1.6\times10^{-9})(8.54\times10^{-11})}{1.0\times10^{-12}}\ \text{eV}
=1.37\times10^{-7}\ \text{eV}.
\]

It is about 5% below the true excess. The next term accounts for most of this: \(-D_0x/R_0^2=0.055\), and it is positive because \(x\) is negative.

The composition changes as expected. State 1 moves down towards state 2, and its weight in the upper level falls from 0.800 to 0.768. The pair weight of part (b) lies between these values, at 0.784, and reproduces the shift:

\[
0.7844(-7.414)+0.2156(1.828)=-5.421 .
\]

The King coordinates and the residuals from a least-squares line are as follows, with the residual taken as actual minus fitted \(n_b\).

| Mass (u) | \(n_a\) (\(10^{-2}\) eV u) | \(n_b\) (\(10^{-2}\) eV u) | Residual (\(10^{-5}\) eV u) |
|---|---|---|---|
| 142 | 0.894 | 0.832 | −1.1 |
| 144 | 1.160 | 1.059 | 3.5 |
| 148 | 1.584 | 1.404 | −6.1 |
| 146 | 1.774 | 1.573 | 3.7 |

The rows are in order of \(n_a\), and the residuals alternate in sign. The "bend" is thus a departure from a line, not a smooth arc. The reason is that \(q/\mu\) depends on \(\mu\) and \(\lambda\) separately, whereas \(n_a\) depends on their ratio alone.

The largest residual, multiplied by its \(\mu\), corresponds to a frequency shift of

\[
(-6.08\times10^{-5})(-3.861\times10^{-4})\ \text{eV}
=2.35\times10^{-8}\ \text{eV},
\]

or 5.7 MHz. This is about 16% of \(q\) for the same isotope. Much of the excess has been absorbed by the fitted line, whose slope is 0.837 instead of the fixed-weight value \(F_b/F_a=0.880\). The intercept is \(8.5\times10^{-4}\) eV u instead of \(4.8\times10^{-4}\) eV u. A nearly straight plot can therefore still give misleading electronic constants: here the slope is 5% low and the intercept 77% high, relative to the fixed-weight values.

The controls were tested by the same fit. With fixed weights, with \(V=0\), and for the sum of the two mixed-level transitions, the largest residual is less than \(10^{-7}\) of that found above.

## (g) The role of near-degeneracy, and samarium

*Multiply \(D_0\) and \(V\) by a common factor \(g\), leaving the pure shifts unchanged. How does the departure from the line vary? What does this imply for samarium?*

**Solution.** The ratio \(D_0/R_0\), and with it \(p_0\), stays the same. The leading part of \(q\) becomes

\[
\frac{(gV)^2x^2}{(gR_0)^3}=\frac1g\,\frac{V^2x^2}{R_0^3},
\]

and its correction, smaller by a factor of order \(x/R_0\), varies as \(1/g^2\). A least-squares fit at fixed \(n_a\) is linear in the \(n_b\) values, so the residuals inherit these powers. If the same isotope keeps the largest residual, its size should follow \(A/g+B/g^2\).

For \(g=1\), 10 and 100, the largest residual shifts are \(2.346\times10^{-8}\), \(2.170\times10^{-9}\) and \(2.153\times10^{-10}\) eV. Multiplied by \(g\), the last two are 21.70 and 21.53 in units of \(10^{-9}\) eV. Their difference, \(0.09B=0.17\), gives \(B\simeq1.9\) and \(A\simeq21.5\). The prediction for \(g=1\) is then 23.4, against the computed 23.46. The simple \(1/g\) law is thus already good at a spacing of \(10^{-3}\) eV, and its main correction explains the slightly larger bend at \(10^{-4}\) eV.

The comparison isolates the role of the spacing. All three cases have the same 80:20 mixture and the same fixed-weight line. What differs is how easily an isotope change alters the mixture. Moving the uncoupled states into coincidence at the original \(V\) would raise \(q/x^2\) for small \(x\) from 1600 to about 3125 eV\(^{-1}\), in agreement with \(1/(8|V|)\).

In samarium the nuclear radius grows unevenly along the chain of even isotopes, and the dense spectrum contains close levels of different configurations. These are the circumstances in which the mechanism can act, and the observed King-plot anomalies are attributed to it. The model shows that the explanation is sufficient in kind; it does not fit samarium or prove the assignment for a given line. Such a proof would require a close partner level of the same parity and total angular momentum, since otherwise \(V=0\) for a spinless nucleus. The partner should show the opposite excess, and the summed shifts should restore the straight line. If they do not, a third level or a nuclear effect beyond \(\mu\) and \(\lambda\) has to be considered. An off-diagonal specific mass shift between the two states cannot be the cause, because it leaves the trace, and hence the summed shift \(s_1+s_2\), unchanged. Such a term does alter the bend of each level separately, and can produce one even for \(x=0\) or \(V=0\). A straight sum therefore points to two-level mixing but does not show that the formula for \(q\) alone accounts for it.

The values for every isotope are listed in the numerical output.

## Computed values

```
Uncoupled spacing D0 = 6.000e-05 eV, coupling V = 4.000e-05 eV
Mixed-level spacing R0 = 1.000e-04 eV
Weight of state 1 in upper level, reference isotope = 0.8000
Reference mass = 140 u
K1, K2, Ka = -1.0e-03, 2.0e-03, -1.0e-03 eV u
F1, F2, Fa = -6.0e+04, 2.0e+04, -5.0e+04 eV/angstrom^2
Weighted means: Kb = -4.000e-04 eV u, Fb = -4.400e+04 eV/angstrom^2
Isotope 142 u: mu = -1.00604e-04 1/u, lam = 2.00e-11 angstrom^2
  pure shifts s1 = -1.0994e-06, s2 = 1.9879e-07, x = -1.2982e-06 eV
  weight of state 1 = 0.79580, pair weight = 0.79791
  upper shift = -8.37041e-07, fixed-weight = -8.39759e-07 eV
  excess q = 2.7176e-09, small-x q = 2.6965e-09 eV
  lower shift = -6.35626e-08, shift a = -8.99396e-07 eV
  King point: n_a = 8.94000e-03, n_b = 8.32019e-03 eV u
  fit residual = -1.136e-05 eV u, as a shift = 1.143e-09 eV
Isotope 144 u: mu = -1.98413e-04 1/u, lam = 5.00e-11 angstrom^2
  pure shifts s1 = -2.8016e-06, s2 = 6.0317e-07, x = -3.4048e-06 eV
  weight of state 1 = 0.78877, pair weight = 0.79444
  upper shift = -2.10170e-06, fixed-weight = -2.12063e-06 eV
  excess q = 1.8931e-08, small-x q = 1.8548e-08 eV
  lower shift = -9.67088e-08, shift a = -2.30159e-06 eV
  King point: n_a = 1.16000e-02, n_b = 1.05926e-02 eV u
  fit residual = 3.511e-05 eV u, as a shift = -6.965e-09 eV
Isotope 146 u: mu = -2.93542e-04 1/u, lam = 1.10e-10 angstrom^2
  pure shifts s1 = -6.3065e-06, s2 = 1.6129e-06, x = -7.9194e-06 eV
  weight of state 1 = 0.77279, pair weight = 0.78671
  upper shift = -4.61735e-06, fixed-weight = -4.72258e-06 eV
  excess q = 1.0524e-07, small-x q = 1.0035e-07 eV
  lower shift = -7.61949e-08, shift a = -5.20646e-06 eV
  King point: n_a = 1.77367e-02, n_b = 1.57298e-02 eV u
  fit residual = 3.700e-05 eV u, as a shift = -1.086e-08 eV
Isotope 148 u: mu = -3.86100e-04 1/u, lam = 1.30e-10 angstrom^2
  pure shifts s1 = -7.4139e-06, s2 = 1.8278e-06, x = -9.2417e-06 eV
  weight of state 1 = 0.76787, pair weight = 0.78437
  upper shift = -5.42110e-06, fixed-weight = -5.56556e-06 eV
  excess q = 1.4446e-07, small-x q = 1.3665e-07 eV
  lower shift = -1.64996e-07, shift a = -6.11390e-06 eV
  King point: n_a = 1.58350e-02, n_b = 1.40407e-02 eV u
  fit residual = -6.075e-05 eV u, as a shift = 2.346e-08 eV
King slope: fixed weights 0.8800, fitted 0.8368
King intercept: fixed weights 4.8000e-04, fitted 8.5038e-04 eV u
Largest residual shift, spacing R0 x 1: 2.346e-08 eV
Largest residual shift, spacing R0 x 10: 2.170e-09 eV
Largest residual shift, spacing R0 x 100: 2.153e-10 eV
Largest residual shift at R0 = 5.67 MHz
Curvature q/x^2 at D0 = 0: 3124.9 1/eV
Curvature q/x^2 at chosen D0: 1600.0 1/eV
```
